**Trading the current–divergence operator for a contact interaction**

The program tests that \(aJ_\nu\partial_\mu F^{\mu\nu}\) can be replaced by \(ea\,J\cdot J+\tfrac14a^2J_{\mu\nu}J^{\mu\nu}\), where \(J\) is the charge current, \(J_{\mu\nu}\) its curl, \(e\) the unit charge and \(a\) the operator coefficient. It asserts the Lagrangian identity for random fields on a periodic four-dimensional box, and the equality of spinor amplitudes for \(e\mu\to e\mu\) and \(e\mu\to e\mu\gamma\) with several charge assignments and two gauges. The largest relative gaps are 5.5e-09 and 4.6e-14; the first is larger because, at the large test coefficient, the factor \((1+at/e)^2\) nearly vanishes and rounding errors are magnified. The printed smallest effect of 1.000 belongs to the case with a neutral particle, where the pure QED amplitude is zero. A singular-value decomposition of first-order amplitude changes finds one independent direction for \(J\cdot\partial F\), \((\partial F)^2\) and \(J\cdot J\), and two when a Pauli term is added. In the worked example the operator and the full replacement both give 508.1775 pb/sr, while the contact term alone gives 508.1519 pb/sr. Compton scattering is unchanged by the operator to rounding accuracy but is changed by the Pauli term.

## Numerical check

```python
# Result under test (hbar = c = 1, metric + - - -, GeV units):
#   L_A = -F^2/4 - e J.A + a j_n d_m F^{mn}
# becomes, after the shift A = A' - a j and up to a total derivative,
#   L_B = -F'^2/4 - e J.A' + e a J.j + (a^2/4) j_{mn} j^{mn},
# so both give the same scattering amplitudes.
# J: charge current with charges Q; j: operator current with weights c
# (j = J when c = Q); e: unit charge; a: operator coefficient;
# j_{mn} = d_m j_n - d_n j_m.
# Further operators: b (d_m F^{mn})^2, mix J.j (contact), and the Pauli
# term -(d/2) c psibar sigma^{mn} psi F_{mn}.
# Scattering: electron (p1) + muon (p2) -> electron (p3) + muon (p4).
import itertools
import numpy as np
from scipy import constants as const

G = np.diag([1.0, -1.0, -1.0, -1.0])
SIGN = np.diag(G)
ALPHA = const.fine_structure
E = np.sqrt(4 * np.pi * ALPHA)
PC = const.physical_constants
M_E = PC['electron mass energy equivalent in MeV'][0] / 1000
M_MU = PC['muon mass energy equivalent in MeV'][0] / 1000
MASS = (M_E, M_MU)
HBARC = const.hbar * const.c / const.e / 1e9      # GeV m

# ---------- Lagrangian identity on a periodic four-dimensional box ----------
rng = np.random.default_rng(5)
N = 8
modes = np.fft.fftfreq(N, 1 / N)
grid = np.meshgrid(modes, modes, modes, modes, indexing='ij')
low = np.all([np.abs(n) <= 1 for n in grid], axis=0)


def random_field():
    raw = rng.normal(size=(4, N, N, N, N))
    return np.array([np.fft.ifftn(np.fft.fftn(x) * low).real * 10
                     for x in raw])


def deriv(f, m):
    return np.fft.ifftn(1j * grid[m] * np.fft.fftn(f)).real


def curl(v):
    return np.array([[deriv(v[n], m) - deriv(v[m], n) for n in range(4)]
                     for m in range(4)])


def dot_fields(v, w):
    return np.einsum('m,mabcd,mabcd->abcd', SIGN, v, w)


def square_tensor(t):
    return np.einsum('m,n,mnabcd,mnabcd->abcd', SIGN, SIGN, t, t)


def action_operator(A, J, j, a):
    F = curl(A)
    div = np.array([sum(SIGN[m] * deriv(F[m, n], m) for m in range(4))
                    for n in range(4)])
    return np.mean(-square_tensor(F) / 4 - E * dot_fields(J, A)
                   + a * dot_fields(j, div))


def action_contact(A, J, j, a):
    return np.mean(-square_tensor(curl(A)) / 4 - E * dot_fields(J, A)
                   + E * a * dot_fields(J, j)
                   + a**2 * square_tensor(curl(j)) / 4)


A_new, J_field, j_field = random_field(), random_field(), random_field()
a_box = 0.7
S_A = action_operator(A_new - a_box * j_field, J_field, j_field, a_box)
S_B = action_contact(A_new, J_field, j_field, a_box)
S_unshifted = action_operator(A_new, J_field, j_field, a_box)
assert abs(S_A - S_B) < 1e-10 * max(1, abs(S_B))
assert abs(S_unshifted - S_B) > 1e-4 * abs(S_B)   # the shift is needed

# ---------- Dirac algebra and kinematics ----------
I2, Z2 = np.eye(2), np.zeros((2, 2))
PAULI = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
GAM = np.array([np.block([[I2, Z2], [Z2, -I2]]).astype(complex)]
               + [np.block([[Z2, s], [-s, Z2]]) for s in PAULI])
SIG = np.array([[0.5j * (x @ y - y @ x) for y in GAM] for x in GAM])


def dot(p, q):
    return p @ G @ q


def slash(p):
    return np.einsum('m,mij->ij', G @ p, GAM)


def spinor(p, m, s):
    return (slash(p) + m * np.eye(4))[:, s] / np.sqrt(p[0] + m)


def fermion_prop(p, m):
    return 1j * (slash(p) + m * np.eye(4)) / (dot(p, p) - m**2)


def two_body(P, m1, m2, cos, phi):
    """Momenta of two particles with total P; angles in their rest frame."""
    M = np.sqrt(dot(P, P))
    e1 = (M**2 + m1**2 - m2**2) / (2 * M)
    k = np.sqrt(e1**2 - m1**2)
    sin = np.sqrt(1 - cos**2)
    n = k * np.array([sin * np.cos(phi), sin * np.sin(phi), cos])
    out = []
    for en, v in ((e1, n), (M - e1, -n)):
        en_new = (P[0] * en + P[1:] @ v) / M
        v_new = v + P[1:] * (en + en_new) / (P[0] + M)
        out.append(np.array([en_new, *v_new]))
    return out


def transverse(k):
    v = np.cross(k[1:], [0.3, -0.5, 0.8])
    return np.array([0.0, *(v / np.linalg.norm(v))])


# ---------- Feynman rules ----------
def vertex(q, Q, c, par):
    """Photon vertex, upper index, photon momentum q flowing in."""
    a, d = par.get('a', 0), par.get('d', 0)
    transv = dot(q, q) * GAM - np.einsum('m,ij->mij', q, slash(q))
    return (-1j * (E * Q * GAM + a * c * transv)
            - d * c * np.einsum('n,nmij->mij', G @ q, SIG))


def photon_prop(q, par, xi):
    """i times the inverse of the quadratic form with gauge fixing."""
    K = -(dot(q, q) * G - np.outer(q, q))
    form = K + 2 * par.get('b', 0) * K @ G @ K - np.outer(q, q) / xi
    return 1j * np.linalg.inv(form)


def real_photon(k_in, eps, Q, c, par):
    return np.einsum('m,mij->ij', G @ eps, vertex(k_in, Q, c, par))


def line(p_in, p_out, m, s_in, s_out, V, k=None, emit=None):
    u = spinor(p_in, m, s_in)
    ubar = spinor(p_out, m, s_out).conj() @ GAM[0]
    if k is not None:
        V = (V @ fermion_prop(p_in - k, m) @ emit
             + emit @ fermion_prop(p_out + k, m) @ V)
    return np.einsum('i,mij,j->m', ubar, V, u)


def amplitude(P, spins, par, Q=(-1, -1), c=(-1, -1), xi=1.0, k=None):
    """M for e mu -> e mu, or with one real photon k emitted."""
    total = 0
    for emitter in ([None] if k is None else [0, 1]):
        q = P[1] - P[3] if emitter == 0 else P[2] - P[0]

        def current(i, V):
            args = (P[i], P[i + 2], MASS[i], spins[i], spins[i + 2], V)
            if emitter != i:
                return line(*args)
            em = real_photon(-k, transverse(k), Q[i], c[i], par)
            return line(*args, k, em)

        Ve = current(0, vertex(q, Q[0], c[0], par))
        Vm = current(1, vertex(-q, Q[1], c[1], par))
        total += Ve @ photon_prop(q, par, xi) @ Vm
        ql = G @ q
        contact = (par.get('mix', 0) * (Q[0] * c[1] + c[0] * Q[1]) * G
                   + par.get('quad', 0) * c[0] * c[1]
                   * (dot(q, q) * G - np.outer(ql, ql)))
        total += 1j * current(0, GAM) @ contact @ current(1, GAM)
    return total / 1j


SPINS = list(itertools.product((0, 1), repeat=4))


def all_amps(P, par, **kw):
    return np.array([amplitude(P, s, par, **kw) for s in SPINS])


ROOT_S = 10.0
TOTAL = np.array([ROOT_S, 0.0, 0.0, 0.0])
START = two_body(TOTAL, M_E, M_MU, 1.0, 0.0)
K_REAL = 1.5 * np.array([1.0, 0.48, 0.64, 0.6])
P22 = START + two_body(TOTAL, M_E, M_MU, 0.0, 0.0)
P23 = START + two_body(TOTAL - K_REAL, M_E, M_MU, -0.3, 2.0)

# ---------- equality of amplitudes at large coefficient ----------
a_big = 0.02 * E
worst = {'2to2': 0.0, '2to3': 0.0}
effect = {}
for Q, c in (((-1, -1), (-1, -1)), ((-1, -1), (0.7, -1.3)),
             ((-1, 0), (0.4, 1.1))):
    for name, P, k in (('2to2', P22, None), ('2to3', P23, K_REAL)):
        B = all_amps(P, {'mix': E * a_big, 'quad': a_big**2}, Q=Q, c=c, k=k)
        bare = all_amps(P, {}, Q=Q, c=c, k=k)
        for xi in (1.0, 3.7):
            A = all_amps(P, {'a': a_big}, Q=Q, c=c, xi=xi, k=k)
            err = np.max(np.abs(A - B)) / np.max(np.abs(B))
            worst[name] = max(worst[name], err)
            assert err < 1e-8
        change = np.max(np.abs(B - bare)) / np.max(np.abs(B))
        effect[name] = min(effect.get(name, np.inf), change)
        assert change > 1e-2            # the operator really acts here

# contact term alone: mismatch is of second order in a
miss = [np.max(np.abs(all_amps(P22, {'a': x}) - all_amps(P22, {'mix': E * x})))
        for x in (a_big, a_big / 2)]
miss_ratio = miss[0] / miss[1]
assert abs(miss_ratio - 4) < 1e-6

# ---------- how many operators are independent at first order ----------
h = 1e-7
STEPS = [{'a': E * h}, {'b': h}, {'mix': E**2 * h}, {'d': E * 1e-5}]
points = [(START + two_body(TOTAL, M_E, M_MU, x, 0.4), None)
          for x in (-0.5, 0.1, 0.6)] + [(P23, K_REAL)]
columns = []
for step in STEPS:
    minus = {name: -x for name, x in step.items()}
    columns.append(np.concatenate(
        [all_amps(P, step, k=k) - all_amps(P, minus, k=k)
         for P, k in points]) / (2 * h))
for col in columns[:2]:
    assert np.max(np.abs(col - columns[2])) < 1e-5 * np.max(np.abs(columns[2]))
unit_cols = np.array([x / np.linalg.norm(x) for x in columns]).T
sv3 = np.linalg.svd(unit_cols[:, :3], compute_uv=False)
sv4 = np.linalg.svd(unit_cols, compute_uv=False)
rank3, rank4 = int(np.sum(sv3 > 1e-4)), int(np.sum(sv4 > 1e-4))
assert rank3 == 1 and rank4 == 2

# ---------- worked example ----------
LAM = 100.0
a_ex = E / LAM**2
t = dot(P22[2] - P22[0], P22[2] - P22[0])
x = t / LAM**2


def cross_section(par):
    msq = np.sum(np.abs(all_amps(P22, par))**2) / 4
    return msq / (64 * np.pi**2 * ROOT_S**2)


to_pb = HBARC**2 * 1e40
s0 = cross_section({})
sA = cross_section({'a': a_ex})
sC = cross_section({'mix': E * a_ex})
sB = cross_section({'mix': E * a_ex, 'quad': a_ex**2})
sZ = cross_section({'a': a_ex, 'mix': -E * a_ex})
s_man = ROOT_S**2
msum = M_E**2 + M_MU**2
u_man = 2 * msum - s_man - t
trace = 2 * E**4 / t**2 * ((s_man - msum)**2 + (u_man - msum)**2
                           + 2 * t * msum)
assert abs(s0 * 64 * np.pi**2 * s_man / trace - 1) < 1e-8
assert abs(sA / sB - 1) < 1e-9
assert abs(sA / s0 - (1 + x)**4) < 1e-9
assert abs(sC / s0 - (1 + 2 * x)**2) < 1e-9
assert abs(sZ / s0 - (1 + x**2)**2) < 1e-9
shifts = []
for step in STEPS[:3]:
    minus = {name: -v for name, v in step.items()}
    slope = (cross_section(step) - cross_section(minus)) / (2 * h)
    shifts.append(slope / LAM**2 / s0)
assert np.allclose(shifts, 4 * x, rtol=1e-5)

# potential produced by the electron line in the variable A
q_ex = P22[2] - P22[0]


def potential(par):
    V = vertex(q_ex, -1, -1, par)
    return photon_prop(q_ex, par, 1.0) @ line(P22[0], P22[2], M_E, 0, 0, V)


f0, fA = potential({}), potential({'a': a_ex})
form_factor = (np.vdot(f0, fA) / np.vdot(f0, f0)).real
assert np.allclose(fA, form_factor * f0, rtol=1e-9, atol=1e-12)
assert abs(form_factor - (1 + a_ex * t / E)) < 1e-10
radius = np.sqrt(6 * (form_factor - 1) / t) * HBARC * 1e15

# ---------- Compton scattering ----------
gam_in, el_in = two_body(TOTAL, 0.0, M_E, 1.0, 0.0)
gam_out, el_out = two_body(TOTAL, 0.0, M_E, 0.2, 0.9)


def compton(par):
    vin = real_photon(gam_in, transverse(gam_in), -1, -1, par)
    vout = real_photon(-gam_out, transverse(gam_out), -1, -1, par)
    mat = (vout @ fermion_prop(el_in + gam_in, M_E) @ vin
           + vin @ fermion_prop(el_in - gam_out, M_E) @ vout)
    return np.array([spinor(el_out, M_E, r).conj() @ GAM[0] @ mat
                     @ spinor(el_in, M_E, s) for r in (0, 1) for s in (0, 1)])


c0 = compton({})
compton_a = np.max(np.abs(compton({'a': a_ex}) - c0)) / np.max(np.abs(c0))
compton_d = np.max(np.abs(compton({'d': E / LAM}) - c0)) / np.max(np.abs(c0))
assert compton_a < 1e-9 and compton_d > 1e-3

# ---------- output ----------
print('LAGRANGIAN IDENTITY ON A PERIODIC BOX (dimensionless)')
print(f'mean L_A after the shift          = {S_A:.10f}')
print(f'mean L_B                          = {S_B:.10f}')
print(f'mean L_A without the shift        = {S_unshifted:.10f}')
print('AMPLITUDES, THEORY A AGAINST THEORY B, a/e = 0.02 GeV^-2')
print(f'largest relative gap, e mu->e mu        = {worst["2to2"]:.1e}')
print(f'largest relative gap, e mu->e mu photon = {worst["2to3"]:.1e}')
print(f'smallest relative effect, e mu->e mu        = {effect["2to2"]:.3f}')
print(f'smallest relative effect, e mu->e mu photon = {effect["2to3"]:.3f}')
print(f'contact alone: gap(a)/gap(a/2)    = {miss_ratio:.6f}')
print('INDEPENDENT FIRST-ORDER DIRECTIONS')
print(f'J.dF, (dF)^2, J.J: rank           = {rank3}')
print('  singular values                 =', ' '.join(f'{v:.1e}' for v in sv3))
print(f'with the Pauli term: rank         = {rank4}')
print('  singular values                 =', ' '.join(f'{v:.1e}' for v in sv4))
print('WORKED EXAMPLE: e mu -> e mu at 90 degrees')
print(f'electron mass                     = {M_E:.9f} GeV')
print(f'muon mass                         = {M_MU:.7f} GeV')
print(f'fine-structure constant           = {ALPHA:.9f}')
print(f'unit charge e                     = {E:.7f}')
print(f'centre-of-mass energy             = {ROOT_S:.1f} GeV')
print(f'Lambda                            = {LAM:.1f} GeV')
print(f'a = e/Lambda^2                    = {a_ex:.6e} GeV^-2')
print(f'contact coefficient e a           = {E * a_ex:.6e} GeV^-2')
print(f't                                 = {t:.6f} GeV^2')
print(f't/Lambda^2                        = {x:.8f}')
print(f'dsigma/dOmega, QED                = {s0:.6e} GeV^-2/sr')
print(f'dsigma/dOmega, QED                = {s0 * to_pb:.4f} pb/sr')
print(f'dsigma/dOmega, operator           = {sA * to_pb:.4f} pb/sr')
print(f'dsigma/dOmega, contact alone      = {sC * to_pb:.4f} pb/sr')
print(f'dsigma/dOmega, contact+quadratic  = {sB * to_pb:.4f} pb/sr')
print(f'ratio to QED, operator            = {sA / s0:.8f}')
print(f'ratio to QED, contact alone       = {sC / s0:.8f}')
print(f'ratio to QED, contact+quadratic   = {sB / s0:.8f}')
print(f'ratio to QED, operator - contact  = {sZ / s0:.8f}')
print('first-order relative shift of the cross-section:')
for label, val in zip(('a = e/Lambda^2  ', 'b = 1/Lambda^2  ',
                       'g = e^2/Lambda^2'), shifts):
    print(f'  {label}                = {val:.7f}')
print(f'form factor in the variable A     = {form_factor:.8f}')
print(f'radius in the variable A          = {radius:.6f} fm')
print('COMPTON SCATTERING, largest relative amplitude change')
print(f'operator a = e/Lambda^2           = {compton_a:.1e}')
print(f'Pauli term d = e/Lambda           = {compton_d:.4f}')
print('ALL CHECKS PASSED')
```

Output:

```
LAGRANGIAN IDENTITY ON A PERIODIC BOX (dimensionless)
mean L_A after the shift          = 0.1581464607
mean L_B                          = 0.1581464607
mean L_A without the shift        = -0.1778864133
AMPLITUDES, THEORY A AGAINST THEORY B, a/e = 0.02 GeV^-2
largest relative gap, e mu->e mu        = 5.5e-09
largest relative gap, e mu->e mu photon = 4.6e-14
smallest relative effect, e mu->e mu        = 1.000
smallest relative effect, e mu->e mu photon = 1.000
contact alone: gap(a)/gap(a/2)    = 4.000000
INDEPENDENT FIRST-ORDER DIRECTIONS
J.dF, (dF)^2, J.J: rank           = 1
  singular values                 = 1.7e+00 7.1e-11 1.4e-11
with the Pauli term: rank         = 2
  singular values                 = 1.7e+00 1.0e+00 7.1e-11 1.4e-11
WORKED EXAMPLE: e mu -> e mu at 90 degrees
electron mass                     = 0.000510999 GeV
muon mass                         = 0.1056584 GeV
fine-structure constant           = 0.007297353
unit charge e                     = 0.3028221
centre-of-mass energy             = 10.0 GeV
Lambda                            = 100.0 GeV
a = e/Lambda^2                    = 3.028221e-05 GeV^-2
contact coefficient e a           = 9.170124e-06 GeV^-2
t                                 = -49.988837 GeV^2
t/Lambda^2                        = -0.00499888
dsigma/dOmega, QED                = 1.331522e-06 GeV^-2/sr
dsigma/dOmega, QED                = 518.4671 pb/sr
dsigma/dOmega, operator           = 508.1775 pb/sr
dsigma/dOmega, contact alone      = 508.1519 pb/sr
dsigma/dOmega, contact+quadratic  = 508.1775 pb/sr
ratio to QED, operator            = 0.98015390
ratio to QED, contact alone       = 0.98010442
ratio to QED, contact+quadratic   = 0.98015390
ratio to QED, operator - contact  = 1.00004998
first-order relative shift of the cross-section:
  a = e/Lambda^2                  = -0.0199955
  b = 1/Lambda^2                  = -0.0199955
  g = e^2/Lambda^2                = -0.0199955
form factor in the variable A     = 0.99500112
radius in the variable A          = 0.004834 fm
COMPTON SCATTERING, largest relative amplitude change
operator a = e/Lambda^2           = 5.7e-17
Pauli term d = e/Lambda           = 0.0884
ALL CHECKS PASSED
```
